# Multistructural Torsional Partition Function: Derivation and Temperature Limits: test program

```python
"""Multistructural torsional (MS-T) partition function, coupled form.

Result under test (hbar = 1, beta = 1/kT):
  Q = sum_j exp(-beta U_j) prod_m 1/(2 sinh(beta w_jm/2)) prod_n f(u_jn)
  f(u) = sqrt(2 pi u) exp(-u) I0(u),   u_jn = beta k_jn / M_j^2
U_j: energy of minimum j; w_jm: normal frequencies; k_jn: eigenvalues of the
relaxed torsional Hessian; M_j = 2 pi / cell_volume^(1/t): local periodicity.
Claims: Q / (harmonic conformer sum) -> 1 at low T, and Q / (free rotors) -> 1
at high T if the cells tile the torus and the kinetic matrix is constant.
Rotation is a common factor in the model and is omitted.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import minimize_scalar
from scipy.special import ive

HARTREE = const.physical_constants["Hartree energy"][0]
KB = const.k / HARTREE                       # hartree per kelvin
KJMOL = HARTREE * const.N_A / 1000.0         # kJ/mol per hartree
TWO_PI = 2 * np.pi


def torsion_factor(u):
    return np.sqrt(TWO_PI * u) * ive(0, u)   # ive contains exp(-u)


def fd_gradient(fun, x, h=1e-4):
    e = np.eye(len(x)) * h
    return np.array([(fun(x + a) - fun(x - a)) / (2 * h) for a in e])


def fd_hessian(fun, x, h=3e-4):
    e = np.eye(len(x)) * h
    return np.array([[(fun(x + a + b) - fun(x + a - b) - fun(x - a + b)
                       + fun(x - a - b)) / (4 * h * h) for b in e] for a in e])


# --- Test: one-torsion factor against direct configuration integrals
for barrier, period, beta in [(0.3, 3, 1.0), (2.0, 2, 1.5), (9.0, 3.4, 2.0)]:
    k = barrier * period**2 / 2
    top = quad(lambda x: np.exp(-beta * barrier / 2 * (1 - np.cos(period * x))),
               -np.pi / period, np.pi / period, epsabs=1e-12)[0]
    bottom = quad(lambda x: np.exp(-beta * k * x * x / 2), -np.inf, np.inf)[0]
    assert abs(top / bottom / torsion_factor(beta * barrier / 2) - 1) < 1e-7

# --- Test: full phase-space integral, two torsions and one other coordinate
mass = np.array([[2.0, 0.4, 0.3], [0.4, 1.5, 0.2], [0.3, 0.2, 1.0]])
G = np.linalg.inv(mass)
angle, period3, beta3 = 0.5, 3.0, 1.0
L = np.array([[np.cos(angle), -np.sin(angle)], [np.sin(angle), np.cos(angle)]])
barriers3 = np.array([1.5, 2.5])


def potential3(q):
    y1 = L[0, 0] * q[0] + L[1, 0] * q[1]
    y2 = L[0, 1] * q[0] + L[1, 1] * q[1]
    tors = (barriers3[0] * (1 - np.cos(period3 * y1))
            + barriers3[1] * (1 - np.cos(period3 * y2))) / 2
    return tors + 2.0 * (q[2] - 0.3 * q[0] + 0.2 * q[1])**2


ny = 60
dy = TWO_PI / period3 / ny
y = -np.pi / period3 + (np.arange(ny) + 0.5) * dy
s = np.linspace(-6, 6, 121)
Y1, Y2, S = np.meshgrid(y, y, s, indexing="ij")
q = [L[0, 0] * Y1 + L[0, 1] * Y2, L[1, 0] * Y1 + L[1, 1] * Y2, S]
config = np.exp(-beta3 * potential3(q)).sum() * dy**2 * (s[1] - s[0])
p = np.linspace(-12.5, 12.5, 61)
P = np.stack(np.meshgrid(p, p, p, indexing="ij"), axis=-1).reshape(-1, 3)
momentum = np.exp(-beta3 * ((P @ G) * P).sum(1) / 2).sum() * (p[1] - p[0])**3
H3 = fd_hessian(potential3, np.zeros(3))
w3 = np.sqrt(eigvalsh(H3, mass))
ratio_phase = config * momentum / TWO_PI**3 * np.prod(beta3 * w3)
ratio_formula = np.prod(torsion_factor(beta3 * barriers3 / 2))
assert abs(ratio_phase / ratio_formula - 1) < 1e-5   # finite-difference Hessian

# --- Test: determinant identity on a random five-coordinate molecule
rng = np.random.default_rng(4)
a, b = rng.normal(size=(2, 5, 5))
A5, H5 = a @ a.T + np.eye(5), b @ b.T + np.eye(5)
G5 = np.linalg.inv(A5)
w_all = np.sqrt(eigvalsh(H5, A5))
w_bar = np.sqrt(eigvalsh(H5[2:, 2:], np.linalg.inv(G5[2:, 2:])))
K5 = H5[:2, :2] - H5[:2, 2:] @ np.linalg.solve(H5[2:, 2:], H5[2:, :2])
left = w_all.prod() / w_bar.prod() * np.sqrt(np.linalg.det(A5[:2, :2]))
right = np.sqrt(np.linalg.det(K5))
assert abs(left / right - 1) < 1e-9

# --- Worked example: two coupled torsions, round parameters, atomic units
V3, V1, C = 0.005, 0.001, 0.001
D = np.array([[15000.0, 4000.0], [4000.0, 15000.0]])
Dinv = np.linalg.inv(D)


def potential(x):
    return (V3 / 2 * (2 + np.cos(3 * x[0]) + np.cos(3 * x[1]))
            + V1 / 2 * (2 + np.cos(x[0]) + np.cos(x[1]))
            + C / 2 * (1 - np.cos(x[0] - x[1])))


n_grid = 600
axis = (np.arange(n_grid) + 0.3) * TWO_PI / n_grid
grid = np.array(np.meshgrid(axis, axis, indexing="ij"))
V_grid = potential(grid)
is_min = np.ones_like(V_grid, bool)
for i in (-1, 0, 1):
    for j in (-1, 0, 1):
        if (i, j) != (0, 0):
            is_min &= V_grid < np.roll(V_grid, (i, j), axis=(0, 1))
minima = []
for start in grid[:, is_min].T:
    x = start.copy()
    for _ in range(12):
        x = x - np.linalg.solve(fd_hessian(potential, x),
                                fd_gradient(potential, x))
    minima.append(x % TWO_PI)
minima = sorted(minima, key=lambda x: potential(x))
assert len(minima) == 9


def voronoi_volumes(points):
    dist = []
    for x in points:
        d = (grid - x[:, None, None] + np.pi) % TWO_PI - np.pi
        dist.append((d**2).sum(0))
    owner = np.argmin(dist, axis=0).ravel()
    return np.bincount(owner, minlength=len(points)) / n_grid**2 * TWO_PI**2


def build(points, volumes):
    out = []
    for x, vol in zip(points, volumes):
        K = fd_hessian(potential, x)
        k = np.linalg.eigvalsh(K)
        assert k[0] > 0
        out.append((potential(x), k, np.sqrt(eigh(K, D, eigvals_only=True)),
                    TWO_PI / np.sqrt(vol), vol))
    return out


def partition(T, structures, torsional):
    beta, total = 1 / (KB * T), 0.0
    for U, k, w, M, _ in structures:
        term = np.exp(-beta * U) / np.prod(2 * np.sinh(beta * w / 2))
        if torsional:
            term *= np.prod(torsion_factor(beta * k / M**2))
        total += term
    return total


structures = build(minima, voronoi_volumes(minima))

# --- Quantum levels in plane waves exp(i(m1 phi1 + m2 phi2))
E_cut = 0.030
r = np.arange(-40, 41)
ms = np.array([(i, j) for i in r for j in r])
kin = ((ms @ Dinv) * ms).sum(1) / 2
ms, kin = ms[kin <= E_cut], kin[kin <= E_cut]
assert np.abs(ms).max() < 40
index = {tuple(m): i for i, m in enumerate(ms.tolist())}
small = np.arange(16) * TWO_PI / 16
coef = np.fft.fft2(potential(np.array(np.meshgrid(small, small,
                                                  indexing="ij")))).real / 256
H = np.diag(kin)
for i in range(-7, 8):
    for j in range(-7, 8):
        if abs(coef[i, j]) > 1e-12:
            for col, m in enumerate(ms.tolist()):
                row = index.get((m[0] + i, m[1] + j))
                if row is not None:
                    H[row, col] += coef[i, j]
levels = eigvalsh(H, overwrite_a=True, check_finite=False)


def quantum(T):
    return np.exp(-levels / (KB * T)).sum()


def classical(T):
    return (np.sqrt(np.linalg.det(D)) * KB * T / TWO_PI
            * TWO_PI**2 * np.exp(-V_grid / (KB * T)).mean())


def free_rotor(T):
    top = int(np.ceil(7 * np.sqrt(D[0, 0] * KB * T)))
    m = np.arange(-top, top + 1.0)
    e = (Dinv[0, 0] * m[:, None]**2 + Dinv[1, 1] * m[None, :]**2
         + 2 * Dinv[0, 1] * m[:, None] * m[None, :]) / 2
    return np.exp(-e / (KB * T)).sum()


# the remaining difference at 1000 K is the physical quantum correction
assert abs(quantum(1000) / classical(1000) - 1) < 0.02
peak = minimize_scalar(lambda u: -torsion_factor(u), bounds=(0.1, 5),
                       method="bounded", options={"xatol": 1e-8})

print(f"V3, V1, C = {V3}, {V1}, {C} hartree")
print(f"D11 = D22 = {D[0,0]:.0f}, D12 = {D[0,1]:.0f} m_e a0^2")
print(f"phase-space ratio: quadrature {ratio_phase:.6f}, "
      f"formula {ratio_formula:.6f}")
print(f"determinant identity: left {left:.8f}, right {right:.8f}")
print(f"maximum of f: {-peak.fun:.5f} at u = {peak.x:.4f}")
print("minima: phi1 phi2 (deg) | U, w1, w2, k1, k2 (millihartree)"
      " | M | cell fraction")
for x, (U, k, w, M, vol) in zip(minima, structures):
    d = np.degrees(x)
    print(f" {d[0]:7.2f} {d[1]:7.2f} | {abs(U)*1e3:.4f} {w[0]*1e3:.4f} "
          f"{w[1]*1e3:.4f} {k[0]*1e3:.3f} {k[1]*1e3:.3f} | {M:.4f} | "
          f"{vol/TWO_PI**2:.5f}")
U0, k0, w0, M0, _ = structures[0]
W0 = 2 * k0 / M0**2
print(f"lowest minimum: W1, W2 = {W0[0]*1e3:.4f}, {W0[1]*1e3:.4f} millihartree")
for T in (300, 1000):
    u = k0 / M0**2 / (KB * T)
    f = torsion_factor(u)
    print(f" T={T} K: kT = {KB*T*1e3:.5f} millihartree, u = {u[0]:.4f}, "
          f"{u[1]:.4f}, f = {f[0]:.5f}, {f[1]:.5f}")
zpe = U0 + w0.sum() / 2
print(f"harmonic zero-point level {zpe*1e3:.5f} millihartree")
print(f"quantum ground level {levels[0]*1e3:.5f} millihartree "
      f"({len(levels)} plane waves)")
assert levels[0] < zpe
print("T (K): Q harmonic, Q MS-T, Q quantum | harmonic/quantum, MS-T/quantum")
for T in (10, 100, 300, 1000):
    qh, qt, qq = partition(T, structures, False), \
        partition(T, structures, True), quantum(T)
    print(f" {T}: {qh:.5e}, {qt:.5e}, {qq:.5e} | {qh/qq:.4f}, {qt/qq:.4f}")
    if T == 10:
        assert qt / qq < 0.8        # harmonic zero-point error survives
    if T == 1000:
        assert abs(qt / qq - 1) < 0.1 and abs(qt / qq - 1) < abs(qh / qq - 1)
        dA = -KB * T * np.log(qt / qh)
print(f"free-energy change, harmonic to MS-T, 1000 K: {dA*1e3:.4f} millihartree"
      f" = {dA*KJMOL:.3f} kJ/mol")

# --- Low-temperature limit and its first correction
print("low T (K): MS-T/harmonic - 1, predicted sum of 1/(8u)")
for T in (40, 20, 10):
    excess = partition(T, structures, True) / partition(T, structures, False) - 1
    predicted = np.sum(KB * T * M0**2 / (8 * k0))
    print(f" {T}: {excess:.6f}, {predicted:.6f}")
assert abs(excess / predicted - 1) < 0.03    # next order in 1/u is about 1 %

# --- High-temperature limit against the explicit quantum free-rotor sum
print("high T (K): MS-T/free, harmonic/free")
errors = []
for T in (1e4, 1e5, 1e6):
    qf = free_rotor(T)
    rt = partition(T, structures, True) / qf
    rh = partition(T, structures, False) / qf
    errors.append(abs(rt - 1))
    print(f" {T:.0e}: {rt:.6f}, {rh:.4f}")
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.005
mean_model = sum(vol / TWO_PI**2 * (U + np.sum(k) / M**2)
                 for U, k, w, M, vol in structures)
assert abs((1 - rt) / (mean_model / (KB * T)) - 1) < 0.02
print(f"mean torsional potential: MS-T {mean_model*1e3:.4f}, "
      f"true {V_grid.mean()*1e3:.4f} millihartree")

# --- A missed structure: fixed periodicity 3 against recomputed cells
fewer = minima[:-1]
fixed = build(fewer, np.full(len(fewer), TWO_PI**2 / 9))
tiled = build(fewer, voronoi_volumes(fewer))
r_fixed = partition(T, fixed, True) / qf
r_tiled = partition(T, tiled, True) / qf
print(f"one minimum missed, 1e6 K: fixed M=3 gives {r_fixed:.5f}, "
      f"new Voronoi cells give {r_tiled:.5f} of free rotors")
assert abs(r_fixed - 8 / 9) < 0.005 and abs(r_tiled - 1) < 0.005

print("all tests passed")
```

It prints:

```
V3, V1, C = 0.005, 0.001, 0.001 hartree
D11 = D22 = 15000, D12 = 4000 m_e a0^2
phase-space ratio: quadrature 1.349291, formula 1.349291
determinant identity: left 4.49028535, right 4.49028535
maximum of f: 1.17516 at u = 0.7900
minima: phi1 phi2 (deg) | U, w1, w2, k1, k2 (millihartree) | M | cell fraction
  180.00  180.00 | 0.0000 1.1002 1.4771 23.000 24.000 | 3.0572 | 0.10699
  181.11  297.73 | 1.4786 1.0886 1.4174 21.829 22.793 | 2.9934 | 0.11160
   62.27  178.89 | 1.4786 1.0886 1.4174 21.829 22.793 | 2.9935 | 0.11159
  178.89   62.27 | 1.4786 1.0886 1.4174 21.829 22.793 | 2.9936 | 0.11158
  297.73  181.11 | 1.4786 1.0886 1.4174 21.829 22.793 | 2.9936 | 0.11159
  298.88  298.88 | 1.4916 1.0814 1.4529 22.220 23.220 | 3.0133 | 0.11013
   61.12   61.12 | 1.4916 1.0814 1.4529 22.220 23.220 | 3.0136 | 0.11011
   60.00  300.00 | 2.2500 1.0822 1.4062 21.750 22.250 | 2.9721 | 0.11321
  300.00   60.00 | 2.2500 1.0822 1.4062 21.750 22.250 | 2.9723 | 0.11319
lowest minimum: W1, W2 = 4.9217, 5.1357 millihartree
 T=300 K: kT = 0.95004 millihartree, u = 2.5903, 2.7029, f = 1.06703, 1.06330
 T=1000 K: kT = 3.16681 millihartree, u = 0.7771, 0.8109, f = 1.17512, 1.17506
harmonic zero-point level 1.28867 millihartree
quantum ground level 1.24930 millihartree (2715 plane waves)
T (K): Q harmonic, Q MS-T, Q quantum | harmonic/quantum, MS-T/quantum
 10: 2.12464e-18, 2.13139e-18, 7.36534e-18 | 0.2885, 0.2894
 100: 1.89317e-02, 1.95832e-02, 2.17002e-02 | 0.8724, 0.9024
 300: 1.20508e+00, 1.36840e+00, 1.41090e+00 | 0.8541, 0.9699
 1000: 3.64258e+01, 5.02989e+01, 5.06155e+01 | 0.7197, 0.9937
free-energy change, harmonic to MS-T, 1000 K: -1.0220 millihartree = -2.683 kJ/mol
low T (K): MS-T/harmonic - 1, predicted sum of 1/(8u)
 40: 0.013020, 0.012601
 20: 0.006402, 0.006300
 10: 0.003175, 0.003150
high T (K): MS-T/free, harmonic/free
 1e+04: 0.817310, 1.9270
 1e+05: 0.979751, 20.1081
 1e+06: 0.997954, 201.9392
mean torsional potential: MS-T 6.4883, true 6.5000 millihartree
one minimum missed, 1e6 K: fixed M=3 gives 0.88709, new Voronoi cells give 0.99776 of free rotors
all tests passed
```
